# Why large monolayer domains do not guarantee few vacancies

Consider a monolayer compound MX$_2$, with M a metal and X a chalcogen, growing on a flat substrate in X$_2$ vapour. A domain is the single-crystal patch grown from one nucleus. If a finished film has $N$ domains per unit area, its domain size is defined as $L=N^{-1/2}$. The vacancy fraction $x$ is the fraction of X sites in the upper atomic face that are empty. That face has one X site per cell of area $A$, so the vacancy density is $n_V=x/A$. Nuclei appear on bare substrate at a rate $J$ per area and time, and domain edges advance at speed $v$. Temperatures multiplied by $k_B$ are energies.

The belief to be examined is that a film with large domains must also have few point defects. There are good reasons for it. Domain boundaries are defects, and larger domains have less boundary per area. Large faceted domains look well ordered under a microscope. Some improvements also help both properties: a cleaner substrate can offer fewer nucleation sites and fewer impurities. But such a correlation comes from a common cause. To see whether size itself guarantees anything, the two quantities must be derived separately.

## What sets the domain size

Take $J$ and $v$ constant and the domains round. A point is still bare at time $t$ if no nucleus that could have reached it has formed. A nucleus born at time $s$ reaches the point if it lies within the distance $v(t-s)$. The expected number of such nuclei is

$$\int_0^t J\,\pi v^2(t-s)^2\,ds=\frac{\pi Jv^2t^3}{3}.$$

Here nucleation attempts on covered ground have been counted too. They do no harm: the disc of such an attempt stays inside the disc that already covers its centre, by the triangle inequality, so the covered area is unchanged. The attempts are then independent, their number follows a Poisson distribution, and the probability of none gives the covered fraction

$$C(t)=1-e^{-(t/t_c)^3},\qquad t_c=\left(\frac{3}{\pi Jv^2}\right)^{1/3}.$$

Real nuclei form on the bare fraction $1-C$. With $w=t/t_c$, and then $u=w^3$,

$$N=J\int_0^\infty(1-C)\,dt=Jt_c\int_0^\infty e^{-w^3}dw
=Jt_c\,\tfrac13\Gamma(\tfrac13)=Jt_c\,\Gamma(\tfrac43).$$

Inserting $t_c$ gives

$$N=\Gamma(\tfrac43)\left(\frac3\pi\right)^{1/3}\left(\frac Jv\right)^{2/3}=0.8794\left(\frac Jv\right)^{2/3},
\qquad L\propto\left(\frac vJ\right)^{1/3}.$$

A thousandfold drop in $J$ makes domains ten times larger. Nothing in this result says whether the X sites inside them are filled.

## How vacancies enter the crystal

At the edge, an open X site is filled at rate $r$ or buried by further growth at rate $b=v/d$, where $d$ is the row spacing. Let both events be memoryless. The site is still open and unburied at time $t$ with probability $e^{-(b+r)t}$, so the fraction buried vacant is

$$x_i=\int_0^\infty b\,e^{-(b+r)t}dt=\frac{b}{b+r}.$$

The filling rate is $r=s_e\Phi$, where $s_e$ is the edge sticking probability and

$$\Phi=\frac{pA}{\sqrt{2\pi mk_BT}}$$

is the rate at which X$_2$ molecules of mass $m$ and pressure $p$ strike one cell. I assume that growth is limited by the metal supply, so that $p$ does not alter $J$ or $v$. The nucleation rate is then absent from $x_i$, while a faster edge raises both $L$ and $x_i$.

## How vapour repairs them

A buried vacancy can later be filled from the vapour. Each X site has three metal neighbours. If $j$ of them are impurities, let the repair barrier rise from $E$ to $E+jB$:

$$k_j=\Phi\,e^{-(E+jB)/k_BT}.$$

Growth ends at time $t_g$. A site covered at time $s$ has had the time $t_g-s$ for repair. Averaging over coverage times gives the survival factor

$$H_j=\frac{1}{C(t_g)}\int_0^{t_g}C'(s)\,e^{-k_j(t_g-s)}ds .$$

Here $J$ returns. For nearly complete coverage, $s=t_cw$ with a fixed distribution of $w$, so a larger $t_c$ increases every exponential in the average. At fixed run time, sparse nucleation covers the substrate later and leaves more vacancies. This is the opposite of what the belief predicts.

During cooling at a constant rate $R$ from $T_0$, the accumulated repair is $K_j=R^{-1}\int k_j\,dT$. Put $z=T_0/T$ and $y=(E+jB)/k_BT_0$, and let $k_j$ now denote its value at $T_0$. The prefactor of the rate varies as $T^{-1/2}$, which gives $z^{1/2}$, and $|dT|=T_0\,dz/z^2$. Extending the integral to $T=0$ adds a negligible amount, so

$$K_j=\frac{k_jT_0}{R}\int_1^\infty z^{-3/2}e^{-y(z-1)}dz .$$

Integration by parts turns the integral into

$$2-2y\int_1^\infty z^{-1/2}e^{-y(z-1)}dz .$$

The substitution $z=q^2/y$ makes the remaining integral $e^y\sqrt{\pi/y}\,\mathrm{erfc}\sqrt y$. Hence

$$K_j=\frac{2k_jT_0}{R}\left[1-\sqrt{\pi y}\,e^y\,\mathrm{erfc}\sqrt y\right]
\simeq\frac{k_jk_BT_0^2}{(E+jB)R}\quad(y\gg1).$$

Most of the repair during cooling thus takes place within a few times $k_BT_0^2/E$ below the growth temperature. If the X supply is cut when cooling starts, $K_j=0$.

For a random impurity fraction $c$ on metal sites, the three neighbours are independent. If each vacancy stays on the site where it was buried,

$$x=x_i\sum_{j=0}^{3}\binom3j c^j(1-c)^{3-j}H_je^{-K_j}.$$

Pressure, impurities and cooling can therefore change $x$ while $J$, $v$ and $L$ stay fixed.

## Seven films

The example uses round model parameters: $T_0=1050$ K, $t_g=900$ s, $v=200$ nm/s, $d=0.277$ nm, $s_e=0.3$, $E=1.6$ eV and $B=0.3$ eV. The X$_2$ mass is 64 u, and $1/A=1.128\times10^{15}$ cm$^{-2}$. Dense nucleation has $J=2\times10^{-4}$ µm$^{-2}$ s$^{-1}$, sparse nucleation $2\times10^{-7}$ µm$^{-2}$ s$^{-1}$. At a fixed prefactor, that change corresponds to a nucleation barrier higher by $k_BT_0\ln1000=0.625$ eV.

Take film B, with sparse nuclei, 0.5 Torr of X$_2$ throughout and cooling at 0.05 K/s. Its domain size is

$$L=0.8794^{-1/2}\left(\frac{0.2}{2\times10^{-7}}\right)^{1/3}\text{µm}=106.6\ \text{µm}.$$

At the edge, $b=721.7$ s$^{-1}$ and $r=1.803\times10^4$ s$^{-1}$, so $x_i=721.7/18752=0.0385$. The repair rate is $1.256\times10^{-3}$ s$^{-1}$, which gives $H_0=0.571$ and $e^{-K_0}=0.2515$. Then

$$x=0.0385\times0.571\times0.2515=5.53\times10^{-3},$$

and $n_V=x/A=6.24\times10^{12}$ cm$^{-2}$. The other films differ from B, or from E in the case of F, as stated:

| Film | $L$ (µm) | $n_V$ (cm$^{-2}$) |
|---|---:|---:|
| A: dense nuclei | 10.7 | $3.72\times10^{12}$ |
| B: sparse nuclei | 106.6 | $6.24\times10^{12}$ |
| C: X cut in cooling | 106.6 | $2.48\times10^{13}$ |
| D: cooling at 1 K/s | 106.6 | $2.31\times10^{13}$ |
| E: X$_2$ at 1 Torr | 106.6 | $4.75\times10^{11}$ |
| F: E with $c=0.02$ | 106.6 | $1.60\times10^{12}$ |
| G: $v=600$ nm/s | 153.8 | $1.29\times10^{13}$ |

Films C and E have equal domain sizes and vacancy densities that differ by a factor of 52. That is the numerical refutation within this model. Film E also shows that large domains can have an upper face with few vacancies.

From A to B the domains grow tenfold and the vacancy density rises by a factor of 1.67. The cause is the later coverage: $t_c$ goes from 49 s to 492 s. The difference belongs to the fixed run time. Keeping B at growth temperature for a further $\ln(0.571/0.341)/k_0\approx410$ s would remove it.

Film G has larger domains than B and about twice the vacancies. Tripling $v$ raises $x_i$ from 0.0385 to 0.1072, while earlier coverage lowers $H_0$ from 0.571 to 0.423. This direction is not universal. For nearly complete coverage and no impurities,

$$\frac{d\ln x}{d\ln v}=1-x_i-\tfrac23k_0\bar s,$$

where $\bar s$ is the mean coverage time of the surviving vacancies. The first part is the derivative of $\ln x_i$; the second follows from $t_c\propto v^{-2/3}$. With strong repair and late coverage the sign can reverse.

In film F, 5.9 % of X sites have an impurity neighbour. A vacancy beside one impurity survives with probability 0.880, against $0.340\times0.0632=0.021$ elsewhere. These few sites therefore hold about 70 % of the remaining vacancies. This holds only for immobile vacancies. With the 2.3 eV migration barrier used below, a vacancy hops about 550 times per second, far faster than it is repaired, and sees the site-averaged repair rate. If impurities do not bind it, film F then has about $5.9\times10^{11}$ cm$^{-2}$, only 1.24 times film E. If they bind it with an energy of order $B$, the density exceeds the tabulated value. The size of the impurity effect thus depends on a binding energy that the model does not contain. The impurities are point defects too, at $2.26\times10^{13}$ cm$^{-2}$, and domain size does not reveal them either.

These results were compared with simulated random nucleation in periodic boxes of side $30(v/J)^{1/3}$, using the same rate constants, direct integration over cooling and randomly placed impurities. The vacancy fractions of all seven films agreed with the formula within 1.2 %. This tests the derivation, not the choice of rates. The numerical output gives the remaining intermediate values.

## Where domain size does matter

A point lies on a boundary when two fronts reach it at the same time. Fronts arrive at a still bare point at the rate $\pi Jv^2t^2$, and the mean distance between two random unit vectors is $4/\pi$, so the boundary length per area is $\frac{2}{\pi v}\int_0^\infty(\pi Jv^2t^2)^2e^{-(t/t_c)^3}dt=1.87/L$. The pixel count on the simulated films gave $1.83/L$, slightly low because short segments are missed. With an assumed one defect per nanometre of boundary, film A has $1.75\times10^{10}$ boundary defects per cm$^2$, about 0.5 % of its interior vacancies. Making its domains larger removes part of that small share. With the interior density held fixed, boundary defects would equal that of film B at $L\approx30$ nm, and the much lower one of film E at about 0.4 µm. If the domains are instead made smaller by denser nucleation, earlier coverage also lowers the interior density, and the two lengths become about 50 nm and 1.3 µm. The threshold thus depends on how clean the interior is. Below it, boundary defects outnumber the vacancies of the upper face, and the belief has real content.

Vacancies may also migrate to boundaries. With a 2.3 eV migration barrier, an attempt rate of $10^{13}$ s$^{-1}$ and perfectly absorbing boundaries, and with the whole run time allowed for every vacancy, the estimated loss is 6 % in A and 0.6 % in B. Film B is covered late, so its true loss is somewhat smaller. This again favours the film with small domains. The absorbed layer is just under 0.2 µm wide on each side of a boundary. At $L\approx1.3$ µm about half of the vacancies would therefore be lost, and at 50 nm nearly all, so with absorbing boundaries the thresholds above move to larger $L$.

## Comparison with a real material

The parameters lie in the rough regime of vapour-grown MoS$_2$, for which growth near 1000 K, domains of tens to hundreds of micrometres and sulfur-vacancy densities of roughly $10^{13}$ cm$^{-2}$ are familiar orders of magnitude. The barriers are effective model values, cooling at 0.05 K/s is slow, and a 2 % impurity fraction is high. The absolute densities are therefore illustrative. Raising the growth temperature by 10 K, with $J$ and $v$ held fixed, multiplies the density of B by 0.70. If burial takes two equal random stages with the total mean time $1/b$ unchanged, $x_i$ at 0.5 Torr falls from 0.0385 to 0.0055, a factor of seven.

Of the neglected effects estimated here, the lower face changes the comparison most. If it takes in vacancies at the same $x_i$ and the vapour cannot reach them, it adds $4.3\times10^{13}$ cm$^{-2}$ to film C and, because $x_i$ is 0.0196 there, $2.2\times10^{13}$ cm$^{-2}$ to film E. The ratio of their total densities then falls from 52 to about 3, still at equal domain size. Hydrogen etching, oxidation and precursor depletion are outside the model, and in a real reactor the X pressure may also change $J$ and $v$. The controls are then coupled, but a measured $L$ still does not determine $x$. To judge a channel material, the vacancy density has to be measured in its own right.

## Table of computed values

```
growth temperature 1050 K, growth time 900 s
lattice constant 0.32 nm, row spacing 0.277 nm
upper-face X sites 1.128e+15 cm^-2
X2 mass 64 u, edge sticking 0.3
repair barrier 1.6 eV, impurity adds 0.3 eV
J dense 2e-04, sparse 2e-07 um^-2 s^-1
edge speed 200 nm/s, fast 600 nm/s
cooling slow 0.05 K/s, fast 1.0 K/s, to 300 K
barrier change for J ratio 0.625 eV
prefactor of N 0.8794
t_c dense: 49.2 s, bare at end 0.0e+00
t_c sparse: 492.4 s, bare at end 2.2e-03
t_c sparse fast edge: 236.7 s, bare at end 1.3e-24
at 0.5 Torr: impingement 6.008e+04 /s per cell
at 0.5 Torr: edge fill 1.803e+04 /s, burial 721.7 /s
repair rate at 0.5 Torr 1.256e-03 /s
repair rate at 1.0 Torr 2.513e-03 /s
cooling window kT^2/E 59.4 K
share of cooling repair in first 150 K 0.958
recipe: L um | x_i | H_0 | exp(-K_0) | x | density cm^-2
A dense nuclei: 10.7 | 0.0385 | 0.341 | 0.2515 | 3.30e-03 | 3.72e+12
B sparse nuclei: 106.6 | 0.0385 | 0.571 | 0.2515 | 5.53e-03 | 6.24e+12
C B, X cut in cooling: 106.6 | 0.0385 | 0.571 | 1.0000 | 2.20e-02 | 2.48e+13
D B, fast cooling: 106.6 | 0.0385 | 0.571 | 0.9333 | 2.05e-02 | 2.31e+13
E B, double X pressure: 106.6 | 0.0196 | 0.340 | 0.0632 | 4.22e-04 | 4.75e+11
F E, with impurities: 106.6 | 0.0196 | 0.340 | 0.0632 | 1.42e-03 | 1.60e+12
G B, triple edge speed: 153.8 | 0.1072 | 0.423 | 0.2515 | 1.14e-02 | 1.29e+13
density ratios B/A 1.67, C/B 3.98, D/B 3.71
density ratios E/B 0.076, F/E 3.36, G/B 2.06
density ratio C/E at equal domain size 52.2
vacancies in area L^2, recipe B 7.09e+08
F: metal-site impurity 0.02, density 2.26e+13 cm^-2
F: X sites near an impurity 0.0588
F: vacancy survival beside one impurity 0.880
largest error: domain count 2.1 %, vacancies 1.2 %
boundary length / sqrt(N) 1.83; simultaneous nuclei 1.95
boundary defects at 1 per nm: A 1.7e+10, B 1.7e+09 cm^-2
L where boundary equals B interior 29 nm
migration barrier 2.3 eV, attempt rate 1e+13 /s
diffusion uptake 176 nm per side; loss A 6.0 %, B 0.60 %
triangular domains: L factor 1.087
two-stage burial at 0.5 Torr: x_i 0.0055
unrepaired lower face at 0.5 Torr 4.34e+13 cm^-2
vacancy enthalpy 3.0 eV, entropy 9 k
equilibrium floor 1.3e-09, reverse loss 1.6e-12 /s
10 K hotter: recipe B density factor 0.696
```
